# Rainflow counting and Miner damage for power-module junction temperature histories

A junction-temperature history $T(t)$ that repeats with every mission can be resolved into closed cycles with minima $m_i$ and maxima $M_i$. With $\Delta T_i=M_i-m_i$ and $\bar T_i=(M_i+m_i)/2$, the fraction of fatigue life consumed per mission is

$$D=\sum_i\frac1{N_f(\Delta T_i,\bar T_i)},\qquad 
N_f=N_{\rm ref}\left(\frac{\Delta T}{\Delta T_{\rm ref}}\right)^{-n}
\exp\!\left[\frac{E_a}{k}\left(\frac1{\bar T}-\frac1{T_{\rm ref}}\right)\right],$$

and the predicted life is $1/D$ missions. The cycles are fixed by one requirement. For any two levels $u<v$ that are not turning values, let $N(u,v)$ be the number of times per period that the temperature passes from $u$ or below to $v$ or above. Then

$$N(u,v)=\#\{i:\ m_i<u,\ M_i>v\}.\tag{1}$$

Rainflow counting is the algorithm that finds these cycles. Absolute temperatures in the exponential are in kelvin. The damage considered is fatigue of bonds and solder; wear of the gate oxide needs a separate assessment.

## What goes wrong with successive ranges

The simplest count takes each rise or fall between neighbouring turning points as half a cycle. Consider the periodic history, in °C,

$$120,\ 70,\ 100,\ 80,\ 110,\ 60,\ 90,\ 75,\ (120).$$

Its successive ranges are 50, 30, 20, 30, 50, 30, 15 and 45 K. None equals 60 K, although the junction travels from 60 to 120 °C and back in every period. Small reversals have cut the large excursion into pieces. If damage grows as a high power of the range, the pieces do less damage than the whole.

The repair is to remove an interruption, count it as a small cycle of its own, and rejoin the excursion it interrupted. Take four successive turning points $x_1,x_2,x_3,x_4$ with ranges $r_1=|x_2-x_1|$, $r_2=|x_3-x_2|$ and $r_3=|x_4-x_3|$. The middle range is an interruption if

$$r_2\le r_1\quad\text{and}\quad r_2\le r_3 .\tag{2}$$

Then $(x_2,x_3)$ is recorded as a full cycle and both points are deleted, which leaves the range $r_4=|x_4-x_1|$.

In the example, 100 and 80 go first, because 20 K lies between two ranges of 30 K. This leaves 120, 70, 110, 60, with ranges 50, 40 and 50 K, so 70 and 110 go next. Later 90 and 75 are removed from between 60 and 120. What remains is 120, 60, 120, one full cycle of 60 K. The cycle ranges are therefore 20, 40, 15 and 60 K.

## Why the repair gives a definite answer

The deletion rule must not depend on an arbitrary choice of order. Equation (1) supplies the proof. Follow the history from its global maximum and use a switch: a temperature at or below $u$ arms it, and a temperature at or above $v$ fires it if it is armed, adds one to $N(u,v)$, and disarms it. It starts disarmed.

Suppose first that $x_1$ is a minimum. Condition (2) then means $x_1\le x_3<x_2\le x_4$.

- If $x_3<u<v<x_2$, the switch is armed at $x_1$, fires on the way to $x_2$, is armed again at $x_3$, and fires again on the way to $x_4$. Without $x_2,x_3$ it fires once. The deletion removes one passage.
- If $v>x_2$, neither deleted point can fire the switch. If $x_3$ would arm it, the lower point $x_1$ has already done so. Nothing changes.
- If $v<x_2$ and $u<x_3$, the point $x_3$ cannot arm the switch. Any firing on the way to $x_2$ occurs instead on the way to $x_4\ge x_2$. The count is unchanged.

If $x_1$ is a maximum, the order is $x_1\ge x_3>x_2\ge x_4$.

- If $x_2<u<v<x_3$, the switch is disarmed at $x_1$, armed at $x_2$, fired at $x_3$ and armed at $x_4$. Without the middle pair it is only armed at $x_4$, so one passage is lost.
- If $v>x_3$, the point $x_3$ cannot fire, and any arming at $x_2$ is also done by $x_4$.
- If $v<x_3$ and $u<x_2$, the switch is disarmed at $x_1$ and the middle pair cannot arm it.

Thus each deletion lowers $N(u,v)$ by one if both levels lie inside the recorded cycle, and by zero otherwise.

It remains to show that the process ends with one large cycle. Close the period at its global maximum, so that the sequence starts and ends there. Suppose no deletion is possible but four or more ranges $r_1,\dots,r_q$ remain. Since $x_1$ is the maximum, $r_2\le r_1$. Condition (2) must fail, so $r_3<r_2$. Applying the same argument to the next four points gives $r_4<r_3$, and so on to $r_q<r_{q-1}$. But the last range ends at the global maximum and cannot be smaller than the one before it. This contradiction leaves just two ranges: maximum, minimum, maximum. The remaining minimum is the global one, because each deleted minimum has a retained neighbour at least as low.

This final cycle has one passage for every pair of levels inside it. Adding back the deleted cycles proves (1). The count also determines the cycles uniquely. For $a<b<c<d$, none a turning value, the number of cycles with minima between $a$ and $b$ and maxima between $c$ and $d$ is

$$N(b,c)-N(a,c)-N(b,d)+N(a,d).$$

Small enough intervals isolate each pair of extreme values, so a different order of permitted deletions gives the same set.

The working algorithm is short:

1. Rotate the period to its global maximum, append that maximum at the end, and keep the turning points.
2. Put the points on a stack one at a time. While the last four satisfy (2), record the middle pair and delete it.
3. Record the final maximum–minimum–maximum as one cycle.

After a deletion only the newest group of four needs testing, since earlier groups have already failed (2). Each point enters once and leaves at most once, so the work after extraction grows linearly with the number of turning points. A history that does not repeat would leave a residue needing a separate convention.

## What a counted cycle means mechanically

Take an elastic element in series with a frictional slider, and let the imposed strain be proportional to temperature. In temperature units, the slip position $p$ obeys $|T-p|\le r$ and moves only when this limit is reached. It rises through a value $c$ when $T$ reaches $c+r$, and falls through it when $T$ reaches $c-r$. In a periodic state there are $N(c-r,c+r)$ upward crossings of $c$ and equally many downward ones. The total slip per period is therefore

$$S(r)=2\int N(c-r,c+r)\,dc
=2\sum_i\max(\Delta T_i-2r,0).$$

The second equality follows because cycle $i$ contributes for $m_i+r<c<M_i-r$, an interval of length $\Delta T_i-2r$ when that is positive. In this model each rainflow cycle wider than $2r$ contributes the slip of one closed stress–strain loop, and $2r$ is an elastic range below which a cycle produces no slip.

This connects the count to the Coffin–Manson law, which takes the number of cycles to failure as a negative power of the plastic strain range. If that strain is proportional to $\Delta T-\Delta T_{\rm el}$ and the elastic range $\Delta T_{\rm el}$ is small compared with $\Delta T$, then $N_f\propto\Delta T^{-n}$. The Arrhenius factor is an empirical addition: at fixed range, a hotter cycle has a shorter life.

## How much the naive count misses

Let damage per cycle be a convex function $g(\Delta T)$, with no dependence on mean temperature. When $x_1$ is a minimum,

$$r_1-r_2+r_3=(x_2-x_1)-(x_2-x_3)+(x_4-x_3)=x_4-x_1=r_4 .$$

All signs reverse if $x_1$ is a maximum, with the same result. Hence $r_1+r_3=r_2+r_4$, while $r_1$ and $r_3$ lie between $r_2$ and $r_4$. Convexity gives $g(r_1)+g(r_3)\le g(r_2)+g(r_4)$. Replacing three half cycles by one full cycle and one half cycle changes the damage by

$$g(r_2)+\tfrac12g(r_4)-\tfrac12[g(r_1)+g(r_2)+g(r_3)]
=\tfrac12[g(r_2)+g(r_4)-g(r_1)-g(r_3)]\ge0 .$$

Successive ranges therefore cannot exceed the rainflow damage under these conditions. For $n=1$ the two agree: in the hand example, half the sum of successive ranges is $270/2=135$ K, and the cycle ranges also sum to $20+40+15+60=135$ K. For very large $n$ the widest range dominates. The naive damage then becomes a vanishing fraction of the rainflow damage here, because no single step covers 60 K.

## Adding the damage, and when addition fails

Miner's rule needs an assumption about damage growth. Let a crack of size $a$ grow from $a_0$ to the failure size $a_f$, by a small amount per cycle, according to $da/dN=g_i h(a)$ under load $i$. Here $g_i$ depends on load alone and $h$ on size alone. At constant load,

$$N_i=\frac{H}{g_i},\qquad H=\int_{a_0}^{a_f}\frac{da}{h(a)} .$$

With mixed loads, dividing the growth law by $h(a)$ and integrating gives $\sum_i g_i n_i=H$ at failure. Substituting $g_i=H/N_i$ yields $\sum_i n_i/N_i=1$, whatever the order.

If $h$ depends on the load, this cancellation is lost. Let a crack grow from size 1 to failure at 5, with growth proportional to $a$ at high load and to $a^2$ at low load. Half the high-load life brings it to $a=\sqrt5$. The remaining fraction of low-load life is $(1/\sqrt5-1/5)/(1-1/5)=0.309$, so failure occurs at a Miner sum of 0.81. With the low load first, cycle-by-cycle growth gives 1.18.

Frequent repetition removes the influence of block order, but not this error. Let $\phi_i(a)$ be the number of missions per unit crack growth if only cycle $i$ acted. The mixed life is $\int da\,[\sum_i1/\phi_i]^{-1}$. For weights $w_i$ that sum to one,

$$\left[\sum_i\frac1{\phi_i}\right]^{-1}=\min_w\sum_i w_i^2\phi_i ,$$

with the minimum at $w_i\propto1/\phi_i$. The integral of a minimum cannot exceed the minimum of the integral, so the mixed life is at most $[\sum_i1/\int\phi_i\,da]^{-1}$, which is Miner's value. In this crack model, with loads well mixed at every stage of growth, Miner's rule can only overestimate life or be right.

The sum can also be obtained without extracting cycles. Write $f(m,M)=1/N_f$. For $n>1$, both $f$ and its derivative with respect to the minimum vanish at zero range. Integrating first over $v$ and then over $u$ gives

$$\int_m^M\!du\int_u^M\!dv\left(-\frac{\partial^2f}{\partial u\,\partial v}\right)
=-\int_m^M\!\frac{\partial f(u,M)}{\partial u}\,du=f(m,M).$$

Summing over cycles and using (1),

$$D=\iint_{u<v}N(u,v)\left(-\frac{\partial^2f}{\partial u\,\partial v}\right)du\,dv .$$

This provides an independent evaluation from direct passage counts.

## A traction-inverter mission

The example represents a silicon-carbide MOSFET module with coolant at 65 °C. Its irregular ten-minute loss profile is listed in the program under SEGMENTS, as pairs of duration in seconds and loss in watts. The temperature follows a Foster network,

$$T=T_c+\sum_k\theta_k,\qquad \tau_k\frac{d\theta_k}{dt}=-\theta_k+R_kP(t),$$

with $R_k=0.01,0.05,0.06,0.03$ K/W and $\tau_k=0.002,0.05,0.5,10$ s. For constant power over a step $h$, each term changes to $e^{-h/\tau_k}\theta_k+(1-e^{-h/\tau_k})R_kP$; its starting value is chosen so that it repeats after one mission. The step is 0.1 s. Reducing it to 0.02 s changes the damage by less than 1%.

The life parameters are $N_{\rm ref}=50\,000$ at $\Delta T_{\rm ref}=80$ K and $T_{\rm ref}=100$ °C, with $n=5$ and $E_a=0.6$ eV. The largest of the ten cycles runs from 65.0 to 149.4 °C. Its range is 84.4 K and its mean is 107.2 °C, or 380.35 K. Hence

$$N_f=50\,000\times\left(\frac{84.41}{80}\right)^{-5}\times e^{-0.353}
\approx50\,000\times0.765\times0.702\approx2.69\times10^4 .$$

This cycle contributes $3.72\times10^{-5}$, or 56% of the damage. The second largest contributes 28%. The total is $D=6.63\times10^{-5}$ per mission, and direct passage counts give the same value. The basic life is therefore about 15,100 missions, or 2,500 h. Successive ranges find only 0.57 of this damage and would predict a life 1.8 times as long.

## Reading the number against a real module

The coolant temperature, losses of hundreds of watts and peak near 150 °C are in the rough regime of a traction module. The profile is severe, since it returns to coolant temperature and approaches 150 °C every ten minutes. The life constants are rough typical values. A real design needs constants measured on its own package, and the predicted life is directly proportional to $N_{\rm ref}$. The following changes are made one at a time, with the other settings held fixed; their factors should not simply be multiplied.

One important assumption is that losses do not depend on temperature. If the listed losses apply at 100 °C and increase by 0.3% of that value per kelvin, damage rises by a factor of 3.1. If they were already evaluated at the operating temperature, this correction must not be added again.

Ageing acts in a similar way. A 20% rise in all thermal resistances, with the time constants held fixed, multiplies damage by 3.7. The largest cycle explains the size: its range grows by 1.2, giving $1.2^5=2.49$, and its mean rises by 8.4 K, giving a further factor of about 1.49. If the resistance increases linearly with accumulated damage from 0 to 20%, the life is $\int_0^1dx/D(x)$, where $x$ is the consumed fraction. This gives about 8,300 missions, 55% of the basic value. If the time constants grow with the resistances, as they do at fixed heat capacity, the factor is 3.4 and the life about 8,600 missions.

The slow history also omits heating in each half-period of the inverter output. With half-sine loss pulses of unchanged mean power, a 200 Hz output raises the peak to 154 °C and damage by a factor of 1.7. At 20 Hz throughout the mission, the peak is 168 °C and the factor is 15. The ripple cycles are well below the 80 K range at which the power law is anchored, so an elastic range matters here. Replace $\Delta T/\Delta T_{\rm ref}$ in the life law by $(\Delta T-\Delta T_{\rm el})/(\Delta T_{\rm ref}-\Delta T_{\rm el})$, with no damage below $\Delta T_{\rm el}$, so that the life at the reference point is unchanged. With $\Delta T_{\rm el}=10$ K in both the rippled and smooth calculations, the 20 Hz factor is between 7 and 8. These pulses put all the loss in one half of each output period. A MOSFET that also carries reverse current through its channel has conduction loss in both halves. At the low modulation typical of low speed the ripple is then weaker, and the 20 Hz factors above are overestimates. The pulse shape decides the size. At the same mean power and with no elastic range, a loss proportional to $\sin^2$ in both halves gives a 20 Hz factor of about 2, and mixtures in which 30–50% of the loss is a one-sided half-sine give 3.5 to 5. A $\sin^2$ loss confined to one half gives about 30, so the half-sine is not an upper bound. Nor would a vehicle normally spend a whole mission at this frequency. The life law is also extended here to swings lasting tens of milliseconds, whereas such laws are usually measured on cycles of seconds, and fast junction swings reach the solder weakened. For these thermal constants, however, low-speed operation under load must be represented with its ripple.

Other changes range from a factor of about two down to a few per cent. Weighting damage by the 0.4 power of the half-loop duration (the time between the two recorded turning points, whether heating or cooling), relative to 2 s and limited to 1–15 s, gives a factor of 2.2. This is essentially the imposed upper limit, $(15/2)^{0.4}$, because nearly all the damage comes from half-loops of 15 s or longer. Cooling to 20 °C after every six missions adds 16%; the added cycle has a mean near 85 °C, so this figure depends on $E_a$ and is 53% at 0.1 eV. Sampling every 5 s from the start of the mission loses 17% of the damage because extrema are missed; the loss changes with where the samples fall. Without ripple, the 10 K elastic range lowers damage by 4%. Changing $n$ to 4 raises it by 8%, and changing $E_a$ to 0.1 eV lowers it by 21%. These last sensitivities are modest because the dominant cycles lie close to the reference point. Those to the elastic range and $n$ would grow for a mission made mostly of small cycles, and that to $E_a$ for mean temperatures farther from 100 °C.

The figure of 2,500 h is thus the consequence of a stated loss history and life law, not a qualified lifetime. For the smooth history, temperature-dependent loss and ageing matter more than a finer adjustment of the fatigue exponent. With the one-sided 20 Hz pulses, ripple cycles of about 30 K carry some 70% of the damage. Changing $n$ to 4 then multiplies damage by 2.3, and the 10 K elastic range halves it. With $\sin^2$ loss in both halves the elastic range lowers damage by only about 13%. The exponent and the elastic range must therefore be settled together with the shape of the ripple.

## Computed values

```
Hand history (C): 120 70 100 80 110 60 90 75
Hand cycles min-max (C): 80-100, 70-110, 75-90, 60-120
Loss profile, duration (s):power (W)
  20:0 15:350 25:120 10:480 30:200 12:60 18:400 40:160
  8:550 22:90 35:260 15:0 10:420 45:180 20:300 12:40
  28:380 50:140 9:600 31:220 25:100 14:450 36:170 70:0
Foster resistances (K/W): 0.01 0.05 0.06 0.03
Foster time constants (s): 0.002 0.05 0.5 10.0
Coolant: 65 C; mission: 600 s
Sampling step: 0.1 s; mean loss: 187.3 W
Life reference: 50000 cycles at 80 K range, 100 C mean
Exponent n: 5; E_a: 0.6 eV
Junction min, max: 65.00, 149.41 C
Rainflow cycles per mission: 10
Largest: min C, max C, range K, mean C, N_f cycles, damage %
  65.00 149.41 84.41 107.20 2.686e+04 56.20
  66.71 142.29 75.58 104.50 5.319e+04 28.37
  75.33 133.16 57.83 104.25 2.053e+05 7.35
  80.32 129.99 49.67 105.15 4.202e+05 3.59
  73.20 123.99 50.79 98.60 5.2e+05 2.90
  86.05 121.51 35.47 103.78 2.421e+06 0.62
  89.11 123.53 34.43 106.32 2.482e+06 0.61
  83.37 115.16 31.78 99.27 5.241e+06 0.29
Damage share of these cycles: 99.93 %
Damage per mission, rainflow: 6.62603e-05
Damage per mission, interval counts: 6.62603e-05
Predicted life: 15092 missions = 2515 h
Successive-range / rainflow damage: 0.566
Miner sums, common growth law: 1.000, 1.002
Miner sums, load-dependent law, high/low first: 0.809, 1.182
Damage ratios to basic prediction (dimensionless):
  elastic range 10 K: 0.958
  heating time^0.4, ref 2 s, limits 1-15 s: 2.237
  cooling to 20 C after 6 missions: 1.157
  loss slope 0.3 %/K about 100 C: 3.062
  thermal resistance +20 %: 3.666
  sampling every 5 s: 0.832
  exponent 4: 1.076
  activation energy 0.1 eV: 0.790
Life with resistance rising 0 to 20 %: 8344 missions
Ripple: Hz, peak C, damage ratio, ratio with elastic range
  200 154.35 1.686 1.575
  20 167.91 15.002 7.616
```
